Comment on a claim that X2C gives exact ion energies

**The argument under review**

The argument to be tested makes three claims. X2C decouples the Dirac Hamiltonian exactly. Its energy for a one-electron ion is therefore the exact Dirac energy. For a two-electron ion one adds the repulsion 1/r₁₂, which has the same form in four-component theory, so nothing is lost there either.

The first claim is acceptable if "Dirac Hamiltonian" means a particular finite matrix. The two conclusions do not follow. The analysis below asks what is reproduced, what error remains for one electron, and what the added repulsion does for two. Hartree atomic units are used, the rest energy is subtracted, and the nucleus is a fixed point charge Z. QED is left out.

**Which matrix is decoupled**

With V = −Z/r, the Dirac equation for the large and small components is

V ψL + c σ·p ψS = E ψL
c σ·p ψL + (V − 2c²) ψS = E ψS.

Expand ψL = Σ Aᵢχᵢ and ψS = (1/2c) Σ Bᵢ σ·p χᵢ, which is restricted kinetic balance. Project the first equation on χⱼ and the second on (1/2c) σ·p χⱼ. Since (σ·p)² = p², and the matrix of p² is 2T,

V A + T B = E S A
T A + (W/4c² − T) B = E (T/2c²) B.

Here S is the overlap matrix and W has the elements ⟨σ·p χᵢ|V|σ·p χⱼ⟩. The term −T is −2c² · (1/4c²) · 2T. As c → ∞ the second line gives B = A, and the first becomes the nonrelativistic equation (T + V)A = E S A.

Now orthonormalize the large and small blocks separately. The problem becomes D y = E y, with D Hermitian and of size 2n × 2n. Assume that n eigenvalues lie above −c²; these are the "positive-energy" ones, bound levels included. Collect their orthonormal eigenvectors as columns of Y, with large part A and small part B (now in the orthonormal basis), so that

D Y = Y ε, Y†Y = 1,

where ε is diagonal. If A is invertible, define X = B A⁻¹. Then Y = (1; X) A, the semicolon separating upper from lower block. Define

N = (1 + X†X)^(−1/2), U = (1; X) N, h = U†D U.

First, U†U = N(1 + X†X)N = 1. Second, U = Y Q with Q = A⁻¹N. Because Y†Y = 1, the condition U†U = 1 reads Q†Q = 1, so the square matrix Q is unitary. Therefore

h = Q†Y†D Y Q = Q†ε Q,

and h has the n positive-energy eigenvalues of D. This is the exactness of X2C. The proof refers to D alone and says nothing about how well D represents the differential equation.

X can also be found without eigenvectors. The projector P = YY† equals ½[1 + sign(D + c²)]. Its blocks are P_LL = AA† and P_SL = BA†, so P_SL P_LL⁻¹ = BA⁻¹ = X. The numerical comparison below takes X from this route and the reference levels from diagonalization.

**One electron: the error that remains**

The exact ground level is needed for comparison. For s1/2 put ψL = g s and ψS = −i σ·n f s, where s is a constant spinor and n = r/r. The Dirac equation reduces to

−c(f′ + 2f/r) = (E + Z/r) g
c g′ = (E + 2c² + Z/r) f.

Try g = r^(γ−1) e^(−λr) and f = −q g. Equating the coefficients of 1/r, and then the constants, gives

cq(1 + γ) = Z, c(1 − γ) = qZ
E = −cqλ, cλ = q(E + 2c²).

Substituting q = c(1 − γ)/Z into the first relation gives c²(1 − γ²) = Z², so γ = √(1 − Z²/c²). Dividing the second relation by the first gives q² = (1 − γ)/(1 + γ). Eliminating λ gives E = −q²(E + 2c²), hence

E = −2c²q²/(1 + q²) = c²(γ − 1) = c²[√(1 − Z²/c²) − 1].

For small Z/c this is −Z²/2 − Z⁴/(8c²) + …. Since γ < 1, the exact g diverges weakly at the nucleus. A finite sum of Gaussians stays finite there and cannot equal it.

The total error therefore splits as

E(X2C) − E(exact) = [E(X2C) − E(matrix)] + [E(matrix) − E(exact)].

The first bracket vanishes apart from rounding; the second is basis error. No variational bound fixes its sign, although it is positive in all the sets used below. In second-order perturbation theory, added functions of higher energy push a level down, while added functions of negative energy push it up.

For Pd⁴⁵⁺, Z = 46, the exact level is −1089.6114 Eh. Four even-tempered Gaussian sets give

n = 4: matrix − exact = 5.974 Eh
n = 7: 0.470 Eh
n = 10: 0.064 Eh
n = 14: 0.0068 Eh.

In every set X2C and the matrix differ by at most about 2 × 10⁻¹¹ Eh. With four functions X2C thus reproduces, to rounding, a level that is wrong by 6 Eh. The whole relativistic shift is −1089.611 + 1058.000 = −31.611 Eh, so this basis error is about 19% of it. With 14 functions the error is 0.0068 Eh, or 0.19 eV. The improvement comes from the basis; the decoupling was already accurate in the smallest set.

**Two electrons: the reference**

The second conclusion needs a four-component reference with the same repulsion. I take Dirac–Hartree–Fock (DHF) with the instantaneous Coulomb interaction. It omits correlation and the Breit interaction, so it is neither exact nor a substitute for experiment, but it isolates the point at issue.

Both electrons occupy the 1s1/2 pair, with constant spinors s and s′, s†s′ = 0. The overlap density of the two partners is

g² s†s′ + f² s†(σ·n)(σ·n)s′ = (g² + f²) s†s′ = 0,

because (σ·n)² = 1. Exchange between the partners therefore vanishes, and

E = 2⟨D⟩ + J,

where J is the Coulomb repulsion of two equal charge densities proportional to g² + f². The orbital obeys (D + J[y]) y = ε₁ y, where J[y] is the matrix of the potential of the other electron and ε₁ is the occupied level. Hence ε₁ = ⟨D⟩ + J and E = 2ε₁ − J.

A two-component orbital φ stands for the four-component vector Uφ. Its repulsion must be calculated from the density of Uφ. The argument under test uses the density of φ itself. The operator 1/r₁₂ does look the same in both theories, but the functions on which it acts have changed their meaning. This is the picture-change error.

**Its size at leading order**

The second Dirac equation gives ψS = c σ·p ψL/(E − V + 2c²). Where momenta are small compared with c and |E − V| is small compared with 2c², conditions that break down near the point nucleus (Z/r reaches 2c² at Zr = Z²/2c², about 0.06 for Z = 46) and hold only approximately across the 1s shell of a heavy ion, the small component of Uφ is (σ·p/2c)φ to leading order. Then X†X ≈ p²/4c² and N ≈ 1 − p²/8c². A potential v acting on one electron is transformed, to order c⁻², into

v′ = v − (1/8c²)(p²v + v p²) + (1/4c²) σ·p v σ·p.

With p = −i∇, moving the momenta to the right gives

p²v + v p² = 2v p² − 2i∇v·p − ∇²v
σ·p v σ·p = v p² − i∇v·p + σ·(∇v × p).

The terms in v p² and ∇v·p cancel, leaving

v′ − v = ∇²v/(8c²) + σ·(∇v × p)/(4c²).

The first term is what results from averaging v over small isotropic displacements with mean square 3/(4c²), since such an average adds one sixth of the mean square times ∇²v. The electron acts as if its charge were slightly spread out.

For v = 1/r₁₂, ∇²v = −4πδ(r₁₂). Each electron contributes −(π/2c²)δ(r₁₂), and the two together give −(π/c²)δ(r₁₂). The spin-orbit term has zero expectation value here, because the pair is a spin singlet at this order and ⟨σ⟩ = 0 for each electron. In open shells with orbital angular momentum it need not vanish, and bare repulsion then omits it as well.

The calculations with bare and with transformed repulsion share the same h, and each minimizes its energy over φ. Orbital relaxation therefore enters their difference only at second order, and

E(bare) − E(transformed) ≈ (π/c²)⟨δ(r₁₂)⟩.

One difference from DHF is left. U was built for the bare nucleus, whereas the DHF orbital also adapts to the other electron. At leading order in 1/c, the potential v couples positive- to negative-energy states through [σ·p, v]/(2c), up to sign. The square of this coupling, divided by the gap 2c², is of order c⁻⁴. Since the admixed states lie below, DHF should come out slightly higher than the transformed calculation.

For a hydrogenic density (Z³/π)e^(−2Zr) in each electron,

⟨δ(r₁₂)⟩ = (Z⁶/π²) · 4π · 2/(4Z)³ = Z³/(8π),

so the error is roughly Z³/(8c²). The leading relativistic shift of the two electrons without repulsion is −2Z⁴/(8c²). In this unscreened, leading-order estimate the error relative to that shift is 1/(2Z), while in absolute terms it grows as Z³. The computed error departs from the estimate: at Z = 10 it is 0.0060 Eh against Z³/(8c²) = 0.0067 Eh, about 9% lower.

**Reading the numbers for Pd⁴⁴⁺**

The error of bare repulsion, E(bare) − E(DHF), in the four sets is

n = 4: 0.629 Eh
n = 7: 0.642 Eh
n = 10: 0.643 Eh
n = 14: 0.643 Eh.

It settles, while the one-electron basis error falls by a factor of almost 900. In the largest set

E(bare) − E(DHF) = −2148.6537 + 2149.2967 = 0.6430 Eh,

or 17.5 eV. The two totals still carry basis error: in a 36-function set each drops by about 0.013 Eh, while their difference stays at 0.6430 Eh. This is 0.03% of the total energy, but about 2% of J = 29.79 Eh and about 1% of the shift 2 × 31.61 Eh. The energy is too high because bare repulsion lacks the reduction at contact.

The two causes separate cleanly. Replacing bare by transformed repulsion removes 0.6432 Eh. What then remains relative to DHF is −0.00017 Eh, small and of the expected sign.

The contact formula, evaluated with the nonrelativistic Hartree–Fock density, gives 0.635 Eh, 1.3% below the full error. The cruder Z³/(8c²) gives 0.648 Eh. It happens to lie nearer, but it ignores the mutual screening of the electrons, so this is no sign of a better approximation. At Z = 10, where the expansion should be more reliable, the full error is 0.006036 Eh and the contact formula gives 0.006046 Eh, a ratio of 0.998. The ratio is not monotonic in Z: it is 0.996 at Z = 20, 1.013 at Z = 46 and about 1.17 at Z = 80, so for the heaviest ions the leading-order formula underestimates the error noticeably.

**What can be claimed**

The proof of exactness used only that D is Hermitian, has n positive-energy eigenvectors, and that their large part A is invertible. Under the same conditions it applies equally to the converged DHF matrix F = D + J[y]. Decoupling F instead of D gives an occupied level of −1059.7535 Eh, equal to the four-component one in this basis (a 36-function set lowers the level by about 0.007 Eh and raises J by 0.0003 Eh). The total energy then follows as

2 × (−1059.7535) − 29.7896 = −2149.2966 Eh,

which agrees with the DHF total to the rounding of the inputs. Here J must still be the four-component repulsion; a bare value would bring picture change back in. The price is that the four-component matrix F has to be built and brought to self-consistency, so at the Hartree–Fock level the four-component work is not saved.

I recommend that the claim be restated: X2C reproduces the positive-energy spectrum of the finite matrix it decouples. For one-electron ions, the basis error against the Dirac equation should be reported separately. For two-electron ions, one should either transform the repulsion or state that it is bare and estimate the resulting error. The complete values are in the numerical output.

Calculated quantities

```
Nuclear charge Z = 46
Speed of light c = 137.035999 a.u.
Exact point-nucleus Dirac 1s = -1089.611416 Eh
Nonrelativistic 1s, -Z^2/2 = -1058.000000 Eh
Basis: n=4, lowest exponent/Z^2=0.12, ratio=4.0
  1e Dirac matrix 1s = -1083.637271 Eh
  1e X2C 1s = -1083.637271 Eh
  1e X2C minus matrix = 0.0e+00 Eh
  1e matrix minus exact = 5.974145 Eh
  2e DHF total = -2137.592454 Eh
  2e X2C + bare repulsion = -2136.963284 Eh
  2e bare-repulsion error = 0.629170 Eh
Basis: n=7, lowest exponent/Z^2=0.09, ratio=3.2
  1e Dirac matrix 1s = -1089.141891 Eh
  1e X2C 1s = -1089.141891 Eh
  1e X2C minus matrix = -1.1e-12 Eh
  1e matrix minus exact = 0.469525 Eh
  2e DHF total = -2148.394923 Eh
  2e X2C + bare repulsion = -2147.752861 Eh
  2e bare-repulsion error = 0.642062 Eh
Basis: n=10, lowest exponent/Z^2=0.07, ratio=2.8
  1e Dirac matrix 1s = -1089.547422 Eh
  1e X2C 1s = -1089.547422 Eh
  1e X2C minus matrix = 8.9e-12 Eh
  1e matrix minus exact = 0.063995 Eh
  2e DHF total = -2149.185066 Eh
  2e X2C + bare repulsion = -2148.542164 Eh
  2e bare-repulsion error = 0.642902 Eh
Basis: n=14, lowest exponent/Z^2=0.05, ratio=2.5
  1e Dirac matrix 1s = -1089.604580 Eh
  1e X2C 1s = -1089.604580 Eh
  1e X2C minus matrix = 2.0e-11 Eh
  1e matrix minus exact = 0.006836 Eh
  2e DHF total = -2149.296669 Eh
  2e X2C + bare repulsion = -2148.653664 Eh
  2e bare-repulsion error = 0.643005 Eh
Largest basis, two electrons:
  DHF repulsion energy J = 29.789614 Eh
  X2C + transformed repulsion = -2149.296834 Eh
  picture-change part = 0.643170 Eh
  bare-nucleus projector part = -0.000165 Eh
  contact estimate = 0.634651 Eh
  rough estimate Z^3/(8c^2) = 0.647909 Eh
  bare-repulsion error = 17.497 eV
  1e basis error = 0.1860 eV
  DHF orbital energy = -1059.753528 Eh
  decoupled Fock level = -1059.753528 Eh
Light test charge Z = 10, largest basis:
  bare-repulsion error = 0.006036 Eh
  contact estimate = 0.006046 Eh
  ratio error/estimate = 0.9984
```
